Midplane temperature of a uniformly heated gas between equal plates

If the gas in a plasma reactor is assigned the temperature of its plates, its density comes out too high whenever the heating is appreciable, and its reaction rates are in general wrong as well. In the argon example worked below, the plates are at 300 K and the midplane is at 411 K. At uniform pressure, the plate temperature then overstates the midplane gas density by 37% of its true value. A rate coefficient whose activation energy is several times the thermal energy k_B T is affected more strongly, because the temperature stands in an exponent. In this example, treating the thermal conductivity as constant causes a smaller error of the opposite sign: it gives a midplane temperature of 425 K.

The gas fills the gap −L/2 < x < L/2 between wide parallel plates, both at temperature T_w. It receives a constant heating power q ≥ 0 per unit volume. The state is steady, and heat leaves only by conduction across the gap. The gas touching each plate has the plate temperature, so there is no wall jump. The conductivity follows

κ(T) = κ_w (T/T_w)^s,

where κ_w is its value at T_w and s is a constant. The midplane temperature T_m will be found in terms of one dimensionless number,

Q = qL²/(8κ_w T_w).

The algebra uses atomic units with k_B = 1, so temperature is an energy. The formula for T_m contains no universal constant and keeps its form in any consistent units.

## First derivation: follow the heat flux

Let J(x) be the heat flux in the +x direction. A thin slab from x to x + dx receives J(x) through its left face, loses J(x + dx) through its right face, and gains q dx from the heating, all per unit area. In a steady state these balance:

J(x + dx) − J(x) = q dx, so dJ/dx = q.

Since q is constant, one integration gives

J = qx + C.

Fourier's law says that heat flows down the temperature gradient:

J = −κ(T) dT/dx.

Equating the two expressions for J gives

κ(T) dT/dx = −qx − C.

The constant C follows from the equal plate temperatures. Integrate both sides from x = −L/2 to x = L/2. On the left, κ dT/dx dx = κ dT, and the temperature starts and ends at T_w, so the integral is zero. On the right, the term in x is odd and integrates to zero, which leaves −CL. Hence C = 0 and

J = qx.

The flux vanishes at the midplane, and each plate receives qL/2, half of the total power per unit area. This symmetry has been derived from the boundary conditions.

With C = 0 the variables separate:

κ(T) dT = −qx dx.

Integrate from a position x, where the temperature is T, to the right-hand plate:

∫ from T to T_w of κ(T′) dT′ = −(q/2)(L²/4 − x²).

Exchanging the limits on the left changes the sign:

∫ from T_w to T of κ(T′) dT′ = (q/2)(L²/4 − x²).

At the midplane, x = 0, the right side is qL²/8. Up to this point κ may be any positive function of temperature.

Now insert the power law and write u = T′/T_w, so that dT′ = T_w du. For s ≠ −1,

∫ from T_w to T of κ dT′ = κ_w T_w ∫ from 1 to T/T_w of u^s du
= κ_w T_w [(T/T_w)^(s+1) − 1]/(s+1).

At the midplane this equals qL²/8. Dividing by κ_w T_w turns the right side into Q:

[(T_m/T_w)^(s+1) − 1]/(s+1) = Q.

Multiply by s + 1, add 1, and take the power 1/(s+1):

T_m = T_w [1 + (s+1)Q]^(1/(s+1)).

The same steps at general x replace Q by Q(1 − 4x²/L²), because (q/2)(L²/4 − x²) = (qL²/8)(1 − 4x²/L²). The full profile is therefore

T(x) = T_w [1 + (s+1)Q(1 − 4x²/L²)]^(1/(s+1)).

## Limits and the range of validity

For constant conductivity, s = 0, the result is T_m = T_w(1 + Q), and the profile is a parabola. Thus Q is the fractional temperature rise that the gas would have if its conductivity stayed at κ_w.

A larger s lowers T_m when q, L, κ_w and T_w are held fixed. The integral of κ from T_w to T_m must equal qL²/8. Above T_w a larger s makes κ larger, so the integral reaches this value at a lower temperature.

For weak heating, take the logarithm and use ln(1 + y) = y − y²/2 + O(y³) with y = (s+1)Q:

ln(T_m/T_w) = ln[1 + (s+1)Q]/(s+1) = Q − (s+1)Q²/2 + O(Q³).

Then use e^z = 1 + z + z²/2 + O(z³):

T_m/T_w = 1 + Q − (s+1)Q²/2 + Q²/2 + O(Q³)
= 1 + Q − sQ²/2 + O(Q³).

The exponent s first enters at second order, since the conductivity must change before its change can matter.

For strong heating with s > −1, write κ = A T^s, so that κ_w = A T_w^s. Raising the main result to the power s + 1 gives

T_m^(s+1) = T_w^(s+1) + (s+1)qL²/(8A).

When the ratio of the second term to the first is much larger than both 1 and 1/(s+1), the plate temperature drops out:

T_m ≈ [(s+1)qL²/(8A)]^(1/(s+1)).

In this limit T_m grows as q^(1/(s+1)) and as L^(2/(s+1)). With s = 0.7 the powers are about 0.59 and 1.18.

At s = −1 the integral of u^s is a logarithm, and ln(T_m/T_w) = Q, so T_m = T_w e^Q. For s < −1 the integral of κ from T_w to infinite temperature is finite:

κ_w T_w ∫ from 1 to ∞ of u^s du = κ_w T_w/|s+1|.

The midplane needs the value κ_w T_w Q, so a steady state exists only if Q < 1/|s+1|. Beyond that limit the conductivity falls so fast that no midplane temperature can drive out the heat. The argon model below has s > 0 and no such limit.

## Second derivation: add up heated sheets

The second route treats the heating as a stack of thin sheets and adds their effects at the midplane. Temperatures cannot be added in this way when κ depends on T, but the following quantity can:

F(T) = ∫ from T_w to T of κ(T′) dT′.

By the chain rule dF/dx = κ dT/dx = −J. Both plates have F = 0. The energy balance dJ/dx = q becomes

d²F/dx² = −q,

which is linear in F. If two heat sources produce F₁ and F₂ separately, together they produce F₁ + F₂, which also vanishes at the plates. The solution is unique: the difference of two solutions has zero second derivative, so it is a straight line, and a line that vanishes at both plates is zero.

Consider one sheet at x = a that releases power P per unit area, with no heating elsewhere. On each side of the sheet J is constant, so F is a straight line. Let F_a be its value at the sheet. The flux to the left plate is F_a/(L/2 + a), and the flux to the right plate is F_a/(L/2 − a). Their sum must carry away P:

F_a [1/(L/2 + a) + 1/(L/2 − a)] = P.

The bracket equals L/[(L/2 + a)(L/2 − a)], so

F_a = P(L/2 + a)(L/2 − a)/L.

For a ≥ 0 the midplane lies on the straight line between the left plate and the sheet. It is a distance L/2 from the plate, while the sheet is a distance L/2 + a from it. Therefore

F(0) = F_a (L/2)/(L/2 + a) = P(L/2 − a)/2.

By reflection, a sheet at negative a gives the same expression with |a|. A slice of thickness da has P = q(a) da, and the sum over all slices is

F(0) = ½ ∫ from −L/2 to L/2 of (L/2 − |a|) q(a) da.

For uniform heating the two halves of the gap contribute equally:

F(0) = q ∫ from 0 to L/2 of (L/2 − a) da = q(L²/4 − L²/8) = qL²/8.

This is the midplane value found before. Since κ > 0, F increases with T, so no value of F belongs to two temperatures. Inverting F for the power law gives the same T_m.

The weight (L/2 − |a|)/2 shows how the position of the heating matters. Heat released at the midplane has the largest effect there, and heat released at a plate has none. If the whole power qL per unit area were released at the midplane, F(0) would be qL²/4, twice the uniform value. If it were released against the plates, F(0) would approach zero.

## What each derivation assumes

Both derivations use a steady state, one-dimensional conduction, Fourier's law, equal gas temperatures at the plates, and a conductivity that depends on temperature alone. The power law enters only in the final integral.

They differ in what they require of the heating. The sheet method needs q as a known function of position, because the sum over sheets can be evaluated only when the power of each sheet is given. In return it handles any given profile with one integral.

The flux method can be extended to heating that depends on temperature, for example through the gas density. Multiply dJ/dx = q(T) by J and replace J on the right by −κ dT/dx:

J dJ/dx = −q(T) κ(T) dT/dx.

The left side is the derivative of J²/2. Integrating from the hottest plane, where J = 0 and T = T_max, gives

J²/2 = ∫ from T to T_max of q(T′) κ(T′) dT′.

One further integration of Fourier's law then relates T_max to the gap. The formula for T_m derived above does not cover this case, since it needs constant q.

Unequal plates require a small change to either method. For s > −1, measure the conductivity integral from zero temperature: U = A T^(s+1)/(s+1). It also obeys d²U/dx² = −q. Without heating U is a straight line, whose midplane value is the mean of its plate values. Adding the heated part qL²/8 gives, for plates at T₁ and T₂,

T_m^(s+1) = ½[T₁^(s+1) + T₂^(s+1)] + (s+1)qL²/(8A).

Here T_m is still the midplane temperature, but the hottest plane need no longer be the midplane.

## An argon example

Take a gap of 3.0 cm, plates at 300 K, and argon at 1.0 Torr. Let 20 mW/cm³ reach the gas as heat. The conductivity at 300 K is set to 0.18 mW/(cm K) and the exponent to 0.7, both rough values for argon. Then

Q = 20 × 3.0²/(8 × 0.18 × 300) = 180/432 = 0.4167,

1 + (s+1)Q = 1 + 1.7 × 0.4167 = 1.7083,

T_m = 300 × 1.7083^(1/1.7) = 411 K.

In energy units k_B T_m = 0.0354 eV. The rise above the plates is 111 K. Constant conductivity would give a rise of 125 K, about 13% too large relative to 111 K. The second-order expansion gives 407 K, about 4 K too low.

Each plate receives qL/2 = 30 mW/cm². Dividing by κ_w gives a gradient of 167 K/cm at the plate. Halfway from the midplane to a plate, 1 − 4x²/L² = 3/4 and the profile gives 385 K. The rise there is 77% of the midplane rise, against 75% for a parabola. The profile is flatter near the middle because dT/dF = 1/κ decreases as the gas gets hotter.

At uniform pressure the density is n = p/T, or p/(k_B T) in ordinary units. It falls from 3.22 × 10¹⁶ cm⁻³ at the plates to 2.35 × 10¹⁶ cm⁻³ at the midplane, a ratio of 0.73. A radical that is lost in two-body collisions with the background gas therefore has a loss frequency lower by this factor, if the rate coefficient is constant.

If the coefficient instead varies as exp(−E/k_B T), its midplane value exceeds its plate value by the factor exp[(E/k_B T_m)(T_m/T_w − 1)]. For a chosen E = 0.2 eV the exponent is (0.2/0.0354) × 0.37 ≈ 2.1, and the factor is about 8. For such a reaction the warmer gas more than makes up for the lower density.

## The neglected wall jump

The formula for T_m contains no pressure if q is held fixed and κ does not depend on pressure. Pressure enters through the wall jump. Let the gas next to a plate have temperature T_s, and let J now be the flux into the plate. For a Maxwellian gas of atoms of mass m, the number striking unit area per unit time is n v̄/4, with v̄ = (8T/πm)^(1/2). Faster atoms strike more often, so the mean energy of normal motion per striking atom is

(m/2) ∫v³ e^(−mv²/2T) dv / ∫v e^(−mv²/2T) dv = (m/2)(2T/m) = T,

with both integrals from 0 to ∞. The two directions along the wall add T/2 each. The total is 2T per atom, and the energy flux is 2T n v̄/4 = p v̄/2.

Conduction adds a distortion of the velocity distribution that is odd under reversal of velocity. Its contribution to the energy flux is even, so incoming and outgoing atoms each carry J/2 of it. It adds nothing to the number striking the wall, since the net particle flux is zero. Let a fraction α of the atoms leave with the plate temperature and the rest keep their energy. With p and v̄ taken at T_s,

J = α[p v̄(T_s − T_w)/(2T_s) + J/2].

Moving αJ/2 to the left and solving for the jump gives

T_s − T_w = [(2 − α)/α] J T_s/(p v̄).

This is an estimate, because it carries the distribution of the interior gas right up to the wall. Put t = T_s/T_w. Since v̄ grows as the square root of temperature,

t − 1 = c√t, c = [(2 − α)/α] J/(p v̄_w),

where v̄_w is v̄ at T_w. The positive root is √t = [c + (c² + 4)^(1/2)]/2. Starting the conductivity integral at T_s changes the midplane result to

(T_m/T_w)^(s+1) = t^(s+1) + (s+1)Q.

For argon at 300 K, v̄_w = 399 m/s. Choose α = 0.8, so (2 − α)/α = 1.5. At 1 Torr, p v̄_w is about 5320 mW/cm² and c = 1.5 × 30/5320 = 0.0085. The jump is about 3 K, and the midplane rises from 411 to 413 K. At 0.1 Torr with the same heating, c is ten times larger, the jump is 26 K, and the midplane is at 433 K. The neglect of the jump then costs 22 K, or 19% of the 111 K rise. The estimate is somewhat low. A linearized kinetic (BGK) solution, which resolves the layer next to the wall, gives a jump about 14% larger at α = 0.8. At 0.1 Torr the jump is then about 30 K and the midplane about 436 K; at 1 Torr the rounded values are unchanged.

## How the model compares with a reactor

The parameters are chosen to illustrate a capacitive argon discharge and do not describe a particular reactor. The heating is the part of the electrical power that ends in the gas, and it must be known separately. If one plate is heated, for example because it holds a substrate, the formula for unequal plates applies. Changing s to 0.5 or 0.9, with κ_w fixed, gives 415 or 408 K. Real heating is generally not uniform. At fixed total power, moving it toward the plates lowers the midplane temperature, and moving it toward the midplane raises it. As a trial of the second case, take q(x) = (π/2)q cos(πx/L), which has the same total power. The sheet formula, integrated by parts, gives F(0) = qL²/(2π), so Q is multiplied by 4/π. The midplane rises to 438 K, 27 K above the uniform case. The opposite case matters more for a capacitive discharge, where much of the gas heating comes from ion–neutral collisions in the sheaths next to the plates. Elastic electron collisions alone would supply 20 mW/cm³ in the bulk only at an electron density of roughly 3 × 10¹¹ to 2 × 10¹² cm⁻³ for electron temperatures from 3 down to 1.5 eV, which is high for such a discharge. If the same total power decays exponentially away from each plate over a length of 5 mm, the midplane is at 370 K, and over 2 mm it is at 332 K, which is 41 K and 79 K below the uniform case. At 1 Torr the position of the heating is therefore the largest of the uncertainties estimated here, and the uniform value of 411 K is too high when the sheaths supply most of the heat.

Two other losses are small for plates of 15 cm radius. In a numerical finite-volume solution, a side wall at 300 K lowers the central temperature by less than 0.001 K. A gas flow of 100 sccm that enters at 300 K and leaves at T_m carries out 0.17 W, taking 5k_B/2 per atom per kelvin, while the total heating is 42 W.

Numbers in the example were calculated in double precision.
